# Image-Force Lowering of a Metal–Silicon Barrier in a Uniform Field: verification in Python

```python
"""Image-force lowering of a metal-semiconductor barrier.

Result under test: for an electron at distance x from a plane perfect metal,
    U(x) = -A/x - S*x,  A = q^2/(16 pi eps),  S = q*F,
has its maximum at x_m = sqrt(A/S), lying 2*sqrt(A*S) below U = 0.
q: elementary charge; eps: static permittivity of the semiconductor;
F: uniform field magnitude, pushing the electron away from the metal.
U = 0 is the barrier top without image force.
Working units: nm for distance, meV for energy.
"""
import numpy as np
from scipy.constants import e, epsilon_0, pi
from scipy.integrate import simpson
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar


def green_column(k, h, n, source, grounded):
    """Solve (-d2/dz2 + k^2) g = delta on a grid; outer ends decay freely.

    If grounded, g = 0 one step to the left of the first node (metal).
    """
    c = 1 + (k * h)**2 / 2
    decay = c - np.sqrt(c**2 - 1)
    bands = np.zeros((3, n))
    bands[0, 1:] = -1 / h**2
    bands[1, :] = 2 * c / h**2
    bands[2, :-1] = -1 / h**2
    bands[1, -1] -= decay / h**2
    if not grounded:
        bands[1, 0] -= decay / h**2
    rhs = np.zeros(n)
    rhs[source] = 1 / h
    return solve_banded((1, 1), bands, rhs)


def poisson_energy_and_force(z0, h=0.01):
    """Unit charge, unit permittivity: energy and force due to the metal.

    The potential is resolved into waves k parallel to the surface. The
    solution without metal is subtracted, leaving the induced potential.
    """
    source = int(round(z0 / h)) - 1
    n = 2 * (source + 1)
    nodes, weights = np.polynomial.legendre.leggauss(30)
    k_max = 12 / z0
    induced = np.zeros(n)
    for t, w in zip(nodes, weights):
        k = k_max * (t + 1) / 2
        difference = (green_column(k, h, n, source, True)
                      - green_column(k, h, n, source, False))
        induced += w * k_max / 2 * k / (2 * pi) * difference
    energy = induced[source] / 2
    force = -(induced[source + 1] - induced[source - 1]) / (2 * h)
    return energy, force


# Image force and energy against the grounded-boundary Poisson solution
positions = np.linspace(1.0, 2.0, 11)
solved = np.array([poisson_energy_and_force(z) for z in positions])
energies, forces = solved[:, 0], solved[:, 1]
energy_ratio = energies / (-1 / (16 * pi * positions))
force_ratio = forces / (-1 / (16 * pi * positions**2))
assert np.max(np.abs(energy_ratio - 1)) < 2e-4
assert np.max(np.abs(force_ratio - 1)) < 5e-4
# Work done against the computed force equals the computed energy change
work = -simpson(forces, x=positions)
assert abs(work / (energies[-1] - energies[0]) - 1) < 5e-4


def image_constant(eps_r):
    """A in meV nm."""
    return e / (16 * pi * epsilon_0 * eps_r) * 1e12


def field_slope(field_v_cm):
    """S in meV/nm."""
    return field_v_cm * 100 * 1e-6


def numerical_maximum(eps_r, field_v_cm, width_nm=np.inf):
    """Search for the top of U; a finite width gives a falling field."""
    a, s = image_constant(eps_r), field_slope(field_v_cm)

    def minus_u(x):
        return a / x + s * x - s * x**2 / (2 * width_nm)

    found = minimize_scalar(minus_u, bounds=(0.1, 20), method="bounded",
                            options={"xatol": 1e-9})
    return found.x, found.fun


eps_si = 11.7
field = 1e5
A = image_constant(eps_si)
S = field_slope(field)
x_m = np.sqrt(A / S)
lowering = 2 * np.sqrt(A * S)

# Closed formulas against a direct search, for several cases
cases = {"silicon": (eps_si, field), "eps_r = 12.0": (12.0, field),
         "fourfold field": (eps_si, 4 * field), "vacuum eps": (1.0, field)}
results = {}
for name, (eps_r, f) in cases.items():
    x_num, low_num = numerical_maximum(eps_r, f)
    eps = eps_r * epsilon_0
    f_si = 100 * f
    x_formula = np.sqrt(e / (16 * pi * eps * f_si)) * 1e9
    low_formula = np.sqrt(e**3 * f_si / (4 * pi * eps)) / e * 1e3
    assert abs(x_num / x_formula - 1) < 1e-5
    assert abs(low_num / low_formula - 1) < 1e-9
    results[name] = (x_num, low_num)

x_num, low_num = results["silicon"]
assert abs(x_num / x_m - 1) < 1e-5 and abs(low_num / lowering - 1) < 1e-9
assert abs((A / x_num) / (S * x_num) - 1) < 1e-4
assert abs(low_num - 35) < 0.5 and abs(x_num - 1.8) < 0.05
x_four, low_four = results["fourfold field"]
assert abs(low_four / low_num - 2) < 1e-6
assert abs(x_four / x_num - 0.5) < 1e-5
x_vac, low_vac = results["vacuum eps"]
assert abs(low_vac / low_num - np.sqrt(eps_si)) < 1e-6
assert abs(x_vac / x_num - np.sqrt(eps_si)) < 1e-4

# Linearly falling field of a uniformly doped depletion layer
donors_cm3 = 1e17
width = eps_si * epsilon_0 * field * 100 / (e * donors_cm3 * 1e6) * 1e9
x_dep, low_dep = numerical_maximum(eps_si, field, width)
reduction = low_num - low_dep
estimate = S * x_m**2 / (2 * width)
# The neglected next order is about x_m/(2*width), below 2 percent here
assert abs(reduction / estimate - 1) < 0.03
assert reduction < 0.01 * low_num

print(f"Poisson/image energy ratio at z = 1: {energy_ratio[0]:.5f}")
print(f"Poisson/image force ratio at z = 1: {force_ratio[0]:.5f}")
print(f"relative permittivity used for silicon: {eps_si:.1f}")
print(f"field F: {field:.1e} V/cm")
print(f"image constant A: {A:.2f} meV nm")
print(f"field slope S: {S:.2f} meV/nm")
print(f"distance of maximum, formula: {x_m:.3f} nm")
print(f"distance of maximum, search: {x_num:.3f} nm")
print(f"lowering, formula: {lowering:.2f} meV")
print(f"lowering, search: {low_num:.2f} meV")
print(f"lowering in eV: {lowering / 1000:.4f} eV")
print(f"image term at maximum: {-A / x_m:.2f} meV")
print(f"field term at maximum: {-S * x_m:.2f} meV")
print("x (nm), image term (meV), field term (meV), U (meV):")
for x in (0.5, 1.0, 1.5, 2.0, 3.0, 5.0):
    print(f"  {x:.1f}  {-A / x:.2f}  {-S * x:.2f}  {-A / x - S * x:.2f}")
for name in ("eps_r = 12.0", "fourfold field", "vacuum eps"):
    x_case, low_case = results[name]
    print(f"{name}: maximum at {x_case:.3f} nm, lowering {low_case:.2f} meV")
print(f"square root of silicon eps_r: {np.sqrt(eps_si):.3f}")
print(f"chosen donor density: {donors_cm3:.1e} cm^-3")
print(f"depletion width W: {width:.1f} nm")
print(f"fractional fall of field at x_m: {100 * x_m / width:.2f} percent")
print(f"maximum with falling field: {x_dep:.3f} nm")
print(f"lowering with falling field: {low_dep:.2f} meV")
print(f"reduction of lowering, search: {reduction:.3f} meV")
print(f"reduction of lowering, estimate: {estimate:.3f} meV")
print("success")
```

Running it gives:

```
Poisson/image energy ratio at z = 1: 1.00000
Poisson/image force ratio at z = 1: 1.00002
relative permittivity used for silicon: 11.7
field F: 1.0e+05 V/cm
image constant A: 30.77 meV nm
field slope S: 10.00 meV/nm
distance of maximum, formula: 1.754 nm
distance of maximum, search: 1.754 nm
lowering, formula: 35.08 meV
lowering, search: 35.08 meV
lowering in eV: 0.0351 eV
image term at maximum: -17.54 meV
field term at maximum: -17.54 meV
x (nm), image term (meV), field term (meV), U (meV):
  0.5  -61.54  -5.00  -66.54
  1.0  -30.77  -10.00  -40.77
  1.5  -20.51  -15.00  -35.51
  2.0  -15.38  -20.00  -35.38
  3.0  -10.26  -30.00  -40.26
  5.0  -6.15  -50.00  -56.15
eps_r = 12.0: maximum at 1.732 nm, lowering 34.64 meV
fourfold field: maximum at 0.877 nm, lowering 70.16 meV
vacuum eps: maximum at 6.000 nm, lowering 120.00 meV
square root of silicon eps_r: 3.421
chosen donor density: 1.0e+17 cm^-3
depletion width W: 64.7 nm
fractional fall of field at x_m: 2.71 percent
maximum with falling field: 1.779 nm
lowering with falling field: 34.84 meV
reduction of lowering, search: 0.241 meV
reduction of lowering, estimate: 0.238 meV
success
```
